# The Sterman–Weinberg two-jet fraction in massless QED at first order: a program that tests the result

```python
"""Two-jet fraction in massless QED at first order in alpha.
Result under test, for eps/(1-eps) <= sin(delta) and small cuts:
  f = 1 - (alpha/pi) * B,
  B = 4 ln(delta) ln(2 eps) + 3 ln(delta) + pi^2/3 - 7/4.
eps: energy fraction allowed outside two opposite cones;
delta: half-angle of each cone in radians.
x_i = 2 E_i/sqrt(s), a_i = 1-x_i; particles 1,2 charged, 3 photon.
Dimensional regulator: D = 4 - 2 kappa. Natural units, s = 1 in tests.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure as alpha
from scipy.integrate import quad, dblquad
from scipy.special import gamma

mp.mp.dps = 60
PAIRS = ((0, 1, 2), (1, 0, 2), (2, 0, 1))


def is_three_jet(a, eps, sin2):
    """True where no axis makes the event two-jet; sin2 = sin(delta)^2."""
    x = (a[1] + a[2], a[0] + a[2], a[0] + a[1])
    two_jet = np.zeros(np.shape(a[0] + a[1] + a[2]), dtype=bool)
    for k, i, j in PAIRS:
        limit = sin2 * x[i] * x[j]
        two_jet |= a[k] <= limit
        two_jet |= (x[k] <= 2 * eps) & (a[i] * a[j] <= limit)
    return ~two_jet


# Jet criterion against a direct search over cone axes
rng = np.random.default_rng(4)
eps_t, delta_t = 0.20, 0.15
azimuth = np.linspace(0, 2 * np.pi, 4000, endpoint=False)
checked = n_three = n_recoil = 0
for a in rng.dirichlet((1, 1, 1), 400):
    x = 1 - a
    angle = [np.arccos(np.clip(1 - 2 * a[k] / (x[i] * x[j]), -1, 1))
             for k, i, j in PAIRS]
    margin = min(min(abs(q - 2 * delta_t), abs(np.pi - q - 2 * delta_t))
                 for q in angle)
    if margin < 0.004:      # finer than the axis grid can decide
        continue
    directions = (0.0, angle[2], -angle[1])
    least_outside = 1.0
    for tilt in (0.0, 0.05, 0.1):
        outside = np.zeros_like(azimuth)
        for xi, phi in zip(x, directions):
            projection = np.cos(tilt) * np.cos(azimuth - phi)
            outside += xi / 2 * (np.abs(projection) < np.cos(delta_t))
        least_outside = min(least_outside, outside.min())
    by_search = least_outside > eps_t
    by_rule = bool(is_three_jet(a, eps_t, np.sin(delta_t)**2))
    assert by_search == by_rule
    checked += 1
    n_three += by_rule
    n_recoil += by_rule and x.min() <= 2 * eps_t and min(angle) > 2 * delta_t
assert 0 < n_three < checked and n_recoil > 0

# Largest recoil angle when the third particle has x_3 <= 2 eps
eps_r = 0.05
g = np.linspace(1e-5, 2 * eps_r, 801)
a1, a2 = np.meshgrid(g, g)
allowed = a1 + a2 <= 2 * eps_r + 1e-14
recoil = np.sqrt(a1 * a2 / ((1 - a1) * (1 - a2)))[allowed].max()
assert recoil <= eps_r / (1 - eps_r) + 1e-12
assert abs(recoil - eps_r / (1 - eps_r)) < 1e-3


def gamma_matrices(dim):
    """Explicit Dirac matrices for even dim, metric (+,-,-,...)."""
    s1 = np.array([[0, 1], [1, 0]], complex)
    s2 = np.array([[0, -1j], [1j, 0]])
    s3 = np.diag([1, -1]).astype(complex)
    euclid = []
    for n in range(dim // 2):
        for s in (s1, s2):
            m = np.eye(1, dtype=complex)
            for q in range(dim // 2):
                m = np.kron(m, s3 if q < n else s if q == n else np.eye(2))
            euclid.append(m)
    return [euclid[0]] + [1j * m for m in euclid[1:]]


# Dirac algebra of real emission and of the vertex, in three dimensions D
for dim in (4, 6, 8):
    kappa = (4 - dim) / 2
    gam = gamma_matrices(dim)
    metric = np.array([1.0] + [-1.0] * (dim - 1))
    size = len(gam[0])

    def slash(p):
        return sum(metric[m] * p[m] * gam[m] for m in range(dim))

    def massless(energy, phi):
        p = np.zeros(dim)
        p[:3] = energy, energy * np.cos(phi), energy * np.sin(phi)
        return p

    x1, x2 = 0.83, 0.71
    x3 = 2 - x1 - x2
    th12 = np.arccos(1 - 2 * (1 - x3) / (x1 * x2))
    th13 = np.arccos(1 - 2 * (1 - x2) / (x1 * x3))
    p1, p2 = massless(x1 / 2, 0), massless(x2 / 2, th12)
    k = massless(x3 / 2, -th13)
    assert np.allclose((p1 + p2 + k)[1:], 0)
    P1, P2 = slash(p1), slash(p2)
    A, C = slash(p1 + k) / (1 - x2), slash(p2 + k) / (1 - x1)
    total = 0
    for m in range(dim):
        for n in range(dim):
            amp = gam[n] @ A @ gam[m] - gam[m] @ C @ gam[n]
            bar = gam[m] @ A @ gam[n] - gam[n] @ C @ gam[m]
            total += metric[m] * metric[n] * np.trace(P1 @ amp @ P2 @ bar)
    born = (dim - 2) * size / 2
    expected = (2 * (x1**2 + x2**2 - kappa * x3**2)
                / ((1 - x1) * (1 - x2)))
    assert abs(total / born - expected) < 1e-9 * abs(expected)

    P1, P2 = slash(massless(0.5, 0)), slash(massless(0.5, np.pi))
    fx, fy = 0.23, 0.41
    left = (1 - fx) * P1 + fy * P2
    right = -fx * P1 - (1 - fy) * P2
    norm = const = quadratic = 0
    for m in range(dim):
        end = P2 @ gam[m] * metric[m]
        norm += np.trace(P1 @ gam[m] @ end)
        loop = sum(metric[r] * gam[r] @ gam[m] @ gam[r]
                   for r in range(dim)) / dim
        for n in range(dim):
            const += metric[n] * np.trace(
                P1 @ gam[n] @ left @ gam[m] @ right @ gam[n] @ end)
            quadratic += metric[n] * np.trace(
                P1 @ gam[n] @ loop @ gam[n] @ end)
    assert abs(const / norm
               - (-2 * (1 - fx) * (1 - fy) + 2 * kappa * fx * fy)) < 1e-10
    assert abs(quadratic / norm - (dim - 2)**2 / dim) < 1e-10

# Euclidean loop integrals at D = 3, where both converge
dim, kappa, gap = 3, 0.5, 0.7
shell = 2 * np.pi**(dim / 2) / gamma(dim / 2) / (2 * np.pi)**dim
scalar = shell * quad(lambda l: l**2 / (l*l + gap)**3, 0, np.inf)[0]
tensor = shell * quad(lambda l: l**4 / (l*l + gap)**3, 0, np.inf)[0]
pref = (4 * np.pi)**(kappa - 2)
assert abs(scalar / (pref * gamma(1 + kappa) / 2
                     * gap**(-1 - kappa)) - 1) < 1e-7
assert abs(tensor / (pref * dim / 4 * gamma(kappa)
                     * gap**(-kappa)) - 1) < 1e-7


def real_integral(kap):
    """Closed form of the D-dimensional real-emission energy integral."""
    def dirichlet(p, q):
        r = 1 - kap
        return mp.gamma(p) * mp.gamma(q) * mp.gamma(r) / mp.gamma(p + q + r)
    return (2 * dirichlet(-kap, -kap) - 4 * dirichlet(1 - kap, -kap)
            + 2 * (1 - kap) * dirichlet(2 - kap, -kap)
            - 2 * kap * dirichlet(1 - kap, 1 - kap))


def vertex_integral(kap):
    """Closed form of the vertex Feynman-parameter integral."""
    return (-mp.gamma(1 - kap)**2 / mp.gamma(1 - 2 * kap)
            * (2 - kap + 2 * kap**2) / (2 * kap**2 * (1 - 2 * kap)))


kq = -1.5


def simplex(function):
    return dblquad(lambda b, a: function(a, b), 0, 1, 0, lambda a: 1 - a,
                   epsabs=1e-9, epsrel=1e-8)[0]


real_quad = simplex(lambda a, b: ((1 - a)**2 + (1 - b)**2 - kq * (a + b)**2)
                    * (a * b)**(-1 - kq) * max(1 - a - b, 0)**(-kq))
vertex_quad = simplex(lambda a, b: (1 - kq)**2 / kq * (a * b)**(-kq)
                      - (a * b)**(-1 - kq)
                      * ((1 - a) * (1 - b) - kq * a * b))
assert abs(real_quad / float(real_integral(mp.mpf(kq))) - 1) < 1e-5
assert abs(vertex_quad / float(vertex_integral(mp.mpf(kq))) - 1) < 1e-5

# Three-body phase space: recursive two-body decays against the density
two_body = ((4 * np.pi)**kq / (8 * np.pi)
            * gamma(1 - kq) / gamma(2 - 2 * kq))
recursive = two_body**2 / (2 * np.pi) * quad(
    lambda y: y**(-kq) * (1 - y)**(1 - 2 * kq), 0, 1)[0]
density = ((4 * np.pi)**(2 * kq) / (128 * np.pi**3) / gamma(2 - 2 * kq)
           * simplex(lambda a, b: (a * b * max(1 - a - b, 0))**(-kq)))
assert abs(recursive / density - 1) < 1e-5


def total_parts(kap):
    """Real and virtual corrections to the total rate, units alpha/pi."""
    real = real_integral(kap) / (2 * mp.gamma(1 - kap))
    virtual = mp.cos(mp.pi * kap) * mp.gamma(1 + kap) * vertex_integral(kap)
    return real, virtual


total_limit = sum(total_parts(mp.mpf('-1e-12')))
assert abs(total_limit - mp.mpf(3) / 4) < 1e-9


def direct_bracket(eps, delta, rows=400, cols=3000):
    """(pi/alpha) times three-jet rate, integrated from the jet criterion.

    Coordinates: log of photon energy and t = log(a_1/a_2), in which the
    emission density is x_1^2 + x_2^2. Each row of t is shifted so that
    errors at the edge of the region average out.
    """
    sin2, cut = np.sin(delta)**2, 2 * eps
    reach = -np.log(sin2) + 14
    step = 2 * reach / cols
    w = (np.arange(rows) + 0.5) / rows
    shift = (np.arange(rows) * (np.sqrt(5) - 1) / 2) % 1
    t = -reach + (np.arange(cols)[None, :] + shift[:, None]) * step
    u, v = 1 / (1 + np.exp(-t)), 1 / (1 + np.exp(t))
    depth = np.log(min(np.sin(delta), cut) / 2) - np.log(cut)
    panels = ((np.log(cut) * w**2, -2 * np.log(cut) * w / rows),
              (np.log(cut) + depth * w, np.full(rows, -depth / rows)))
    rate = 0.0
    for log_z, weight in panels:
        z = np.exp(log_z)[:, None]
        a = (z * u, z * v, -np.expm1(log_z)[:, None])
        f = (a[1] + a[2])**2 + (a[0] + a[2])**2
        f = f * is_three_jet(a, eps, sin2)
        rate += np.sum(f.sum(axis=1) * weight) * step
    return rate / 2


def bracket_terms(eps, delta):
    return (4 * np.log(delta) * np.log(2 * eps), 3 * np.log(delta),
            np.pi**2 / 3 - 7 / 4)


# Full formula against direct integration; allowance for power corrections
cases = []
for eps, delta in ((0.02, 0.1), (1e-4, 0.02)):
    assert eps / (1 - eps) <= np.sin(delta)
    direct = direct_bracket(eps, delta)
    terms = bracket_terms(eps, delta)
    allowance = (0.01 + 4 * eps * (1 + 2 * abs(np.log(delta)))
                 + 10 * delta**2)
    assert abs(direct - sum(terms)) < allowance
    cases.append((eps, delta, terms, direct))

# Coefficient of ln(delta) ln(2 eps) when eps << delta
mixed = (direct_bracket(1e-4, 0.01) - direct_bracket(4e-4, 0.01)
         - direct_bracket(1e-4, 0.04)
         + direct_bracket(4e-4, 0.04)) / np.log(4)**2
assert abs(mixed - 4) < 0.05

# Opposite regime delta << eps: expected 2 ln^2(delta) + 2 ln^2(2 eps)
h2 = np.log(10)**2
b00 = direct_bracket(1e-5, 1e-9)
b10 = direct_bracket(1e-4, 1e-9)
b20 = direct_bracket(1e-3, 1e-9)
b01 = direct_bracket(1e-5, 1e-8)
b02 = direct_bracket(1e-5, 1e-7)
b11 = direct_bracket(1e-4, 1e-8)
coef_delta = (b00 - 2 * b01 + b02) / (2 * h2)
coef_eps = (b00 - 2 * b10 + b20) / (2 * h2)
coef_mixed = (b00 - b10 - b01 + b11) / h2
assert abs(coef_delta - 2) < 0.05
assert abs(coef_eps - 2) < 0.05
assert abs(coef_mixed) < 0.05

print("All quantities are dimensionless unless a unit is shown")
print(f"model coupling alpha = {alpha:.9f}")
print(f"alpha/pi = {alpha / np.pi:.7f}")
print(f"axis search: events compared = {checked}")
print(f"axis search: three-jet events = {n_three}")
print(f"axis search: three-jet through recoil = {n_recoil}")
real, virtual = total_parts(mp.mpf('-0.01'))
print("Total-rate corrections in units of alpha/pi, kappa = -0.01:")
print(f"  real = {float(real):.5f}")
print(f"  virtual = {float(virtual):.5f}")
print(f"  sum = {float(real + virtual):.5f}")
print(f"  sum for kappa -> 0 = {float(total_limit):.6f}")
for number, (eps, delta, terms, direct) in enumerate(cases, 1):
    full = sum(terms)
    print(f"Case {number}: eps = {eps:g}, delta = {delta:g} rad"
          f" = {np.degrees(delta):.3f} degrees")
    print(f"  eps/(1-eps) = {eps / (1 - eps):.6f}")
    print(f"  sin(delta) = {np.sin(delta):.6f}")
    print(f"  4 ln(delta) ln(2 eps) = {terms[0]:.4f}")
    print(f"  3 ln(delta) = {terms[1]:.4f}")
    print(f"  pi^2/3 - 7/4 = {terms[2]:.4f}")
    print(f"  full bracket B = {full:.4f}")
    print(f"  B by direct integration = {direct:.3f}")
    print(f"  direct minus formula = {direct - full:.3f}")
    print(f"  leading reduction of f = {alpha / np.pi * terms[0]:.5f}")
    print(f"  f, leading term only = {1 - alpha / np.pi * terms[0]:.5f}")
    print(f"  f, full formula = {1 - alpha / np.pi * full:.5f}")
    print(f"  f, direct integration = {1 - alpha / np.pi * direct:.5f}")
print("Logarithmic coefficients of B from direct integration:")
print(f"  eps << delta: ln(delta) ln(2 eps): {mixed:.3f}")
print(f"  delta << eps: ln^2(delta): {coef_delta:.3f}")
print(f"  delta << eps: ln^2(2 eps): {coef_eps:.3f}")
print(f"  delta << eps: ln(delta) ln(2 eps): {coef_mixed:.3f}")
print("no test failed")
```

Output:

```
All quantities are dimensionless unless a unit is shown
model coupling alpha = 0.007297353
alpha/pi = 0.0023228
axis search: events compared = 394
axis search: three-jet events = 274
axis search: three-jet through recoil = 74
Total-rate corrections in units of alpha/pi, kappa = -0.01:
  real = 9906.05690
  virtual = -9905.28669
  sum = 0.77021
  sum for kappa -> 0 = 0.750000
Case 1: eps = 0.02, delta = 0.1 rad = 5.730 degrees
  eps/(1-eps) = 0.020408
  sin(delta) = 0.099833
  4 ln(delta) ln(2 eps) = 29.6469
  3 ln(delta) = -6.9078
  pi^2/3 - 7/4 = 1.5399
  full bracket B = 24.2791
  B by direct integration = 24.345
  direct minus formula = 0.066
  leading reduction of f = 0.06886
  f, leading term only = 0.93114
  f, full formula = 0.94360
  f, direct integration = 0.94345
Case 2: eps = 0.0001, delta = 0.02 rad = 1.146 degrees
  eps/(1-eps) = 0.000100
  sin(delta) = 0.019999
  4 ln(delta) ln(2 eps) = 133.2778
  3 ln(delta) = -11.7361
  pi^2/3 - 7/4 = 1.5399
  full bracket B = 123.0816
  B by direct integration = 123.079
  direct minus formula = -0.003
  leading reduction of f = 0.30958
  f, leading term only = 0.69042
  f, full formula = 0.71410
  f, direct integration = 0.71411
Logarithmic coefficients of B from direct integration:
  eps << delta: ln(delta) ln(2 eps): 4.001
  delta << eps: ln^2(delta): 1.999
  delta << eps: ln^2(2 eps): 2.000
  delta << eps: ln(delta) ln(2 eps): -0.004
no test failed
```
